# Why the FHIP polaron mobility carries a factor 3kT/2ħω

## Definitions and conventions

One electron of band mass $m$ and charge magnitude $e$ moves in a parabolic, isotropic band. It is coupled to optical phonons that all have the same frequency $\omega$. The phonons are in equilibrium at temperature $T$, and the electrons are nondegenerate. In formulas $\hbar=m=\omega=1$, so that

$$\beta=\frac{\hbar\omega}{kT},\qquad N=\frac1{e^\beta-1},$$

where $N$ is the phonon occupation. Mobility is then measured in $e/(m\omega)$, and the electron energy is $E=k^2/2$. The coupling is of Fröhlich form with dimensionless strength $\alpha$:

$$H_{\rm int}=\sum_{\mathbf q}V_q e^{i\mathbf q\cdot\mathbf r}(b_{\mathbf q}+b^\dagger_{-\mathbf q}),\qquad |V_q|^2=\frac{2\sqrt2\,\pi\alpha}{q^2}$$

per unit volume. A weak force $\mathbf Fe^{-i\Omega t}$ produces the drift velocity $\mu(\Omega)\mathbf Fe^{-i\Omega t}$, and $Z(\Omega)=1/\mu(\Omega)$ is called the impedance.

The Feynman-Hellwarth-Iddings-Platzman (FHIP) theory computes $Z$ with the help of a solvable trial system, a particle bound by a spring to a second mass. The trial system has two frequencies $v\ge w$; at $v=w$ it is a free electron. For weak coupling and low temperature the two mobilities are

$$\mu_B\simeq\frac1{2\alpha N},\qquad \mu_F\simeq\frac{3}{4\alpha\beta N},\qquad \frac{\mu_F}{\mu_B}\simeq\frac{3}{2\beta}=\frac{3kT}{2\hbar\omega},$$

with $B$ for Boltzmann and $F$ for FHIP. The discrepancy is thus a factor, not a difference, and it is the leading term at low temperature.

## The Boltzmann mobility

An electron with $E<1$ cannot emit a phonon. It absorbs one and goes from $k$ to $k'=\sqrt{k^2+2}$. In the golden rule, the integral over $\mathbf k'$ with the energy delta function leaves $2\pi k'\int dc$, where $c$ is the cosine of the scattering angle. The constants combine to $2\pi\cdot2\sqrt2\pi\alpha\cdot2\pi/(2\pi)^3=\sqrt2\alpha$, so

$$\Gamma_a=\sqrt2\,\alpha Nk'\int_{-1}^1\frac{dc}{k^2+k'^2-2kk'c}=\frac{\sqrt2\,\alpha N}{k}L,\qquad L=\ln\frac{k'+k}{k'-k}.$$

With $x=k/k'$, $L=2(x+x^3/3+\dots)$. As $k\to0$, $k'\to\sqrt2$ and $\Gamma_a\to2\alpha N$. The mean cosine of the same angular distribution is

$$\bar c=\frac{1+x^2}{2x}-\frac1L=\frac{2x}{3}+O(x^3).$$

Write the distribution as $f=f_0[1+\beta\,\mathbf F\cdot\hat{\mathbf k}\,g(E)e^{-i\Omega t}]$, with $f_0$ the Maxwell distribution. The force term is $\mathbf F\cdot\partial f_0/\partial\mathbf k=-\beta\,\mathbf F\cdot\mathbf k f_0$. Detailed balance, $f_0(k')W(k'\to k)=f_0(k)W(k\to k')$, lets $f_0$ be taken out of the collision term. Rotational symmetry replaces $\hat{\mathbf k}'$ by its component $c\,\hat{\mathbf k}$. Hence

$$(\Gamma-i\Omega)g(E)-\sum_\pm W_{1\pm}\,g(E\pm1)=k,\qquad \mu=\frac\beta3\langle kg\rangle .$$

Here $\Gamma$ is the total scattering rate, $W_{1\pm}$ is the rate to $E\pm1$ weighted with $c$, and $\langle\dots\rangle$ is a Maxwell average. The factor $1/3$ comes from the angular average.

At low temperature and $\Omega=0$, two rungs of this energy ladder suffice. Let $g$ belong to the slow electron and $g'$ to the electron that has absorbed a phonon. The latter emits at a rate $\Gamma_e$ that contains $N+1\simeq1$, and further absorption by it is negligible:

$$\Gamma_e(g'-\bar cg)=k',\qquad \Gamma_a(g-\bar cg')=k .$$

Since $g$ is of order $1/(\alpha N)$, the driving term $k'$ in the first equation is exponentially small beside $\Gamma_e\bar cg$, apart from a negligible range of energy next to the threshold. Thus $g'=\bar cg$ and

$$g=\frac{k}{\Gamma_a(1-\bar c^2)} .$$

For small $E$, $x^2=E/(1+E)\simeq E$, and therefore

$$\Gamma_a\simeq2\alpha N(1+E)^{-1/2}\left(1+\frac E3\right)\simeq2\alpha N\left(1-\frac E6\right),\qquad \bar c^2\simeq\frac{4E}9 .$$

The product $\Gamma_a(1-\bar c^2)$ is $2\alpha N(1-11E/18)$. With $\langle k^2\rangle=3/\beta$ and $\langle E^2\rangle/\langle E\rangle=5/(2\beta)$,

$$\mu_B=\frac{\beta}{3}\,\frac{\langle k^2(1+11E/18)\rangle}{2\alpha N}=\frac1{2\alpha N}\left[1+\frac{55}{36\beta}+\dots\right].$$

The absorption followed by emission nearly erases the direction of a slow electron. This is why its absorption rate alone sets the leading mobility. The full ladder solution gives 1.527 for the coefficient of $1/\beta$, against $55/36=1.528$.

## The other order of limits

Now keep $\Omega$ fixed and let $\alpha\to0$. Let $C$ be the collision operator, so that the ladder equation reads $(C-i\Omega)g=k$. Since $C$ is proportional to $\alpha$, expansion in it gives

$$g=\frac i\Omega k+\frac{1}{\Omega^2}Ck+\dots,\qquad \mu=\frac i\Omega+\frac{\Gamma_p}{\Omega^2}+\dots,\qquad \Gamma_p=\frac\beta3\langle k\,Ck\rangle .$$

Inverting to the same order,

$$Z=\frac{-i\Omega}{1-i\Gamma_p/\Omega}=-i\Omega+\Gamma_p+O(\alpha^2).$$

The first-order term no longer depends on $\Omega$, so it survives unchanged if $\Omega$ is afterwards set to zero. To lowest order $g\propto k$, which is a Maxwell distribution displaced rigidly in momentum. $\Gamma_p$ is the rate at which this distribution loses momentum.

In vector form the loss contains $\mathbf k\cdot(\mathbf k-\mathbf k')$. Averaging each process with its inverse turns this into $q^2/2$, where $\mathbf q=\mathbf k'-\mathbf k$. Absorption and emission contribute equally, so

$$\Gamma_p=\frac\beta6\Big\langle\sum Wq^2\Big\rangle=\frac\beta3\Big\langle\sum W_{\rm abs}q^2\Big\rangle .$$

The factor $q^2$ cancels the $1/q^2$ of the coupling, and the angular integral is simply 2:

$$\Gamma_p=\frac{2\sqrt2}{3}\alpha\beta N\langle k'\rangle=\frac43\alpha\beta N\langle\sqrt{1+E}\rangle=\frac43\alpha\beta N\left[1+\frac3{4\beta}+\dots\right].$$

The last step uses $\langle E\rangle=3/(2\beta)$. With $\mu_F=1/\Gamma_p$, proved below for $v=w$,

$$\frac{\mu_F}{\mu_B}=\frac3{2\beta}\left[1-\frac1\beta\left(\frac34+\frac{55}{36}\right)+\dots\right]=\frac3{2\beta}\left[1-\frac{41}{18\beta}+\dots\right].$$

Dividing the ladder equation by $\alpha$ shows that the Boltzmann response has the form $\mathrm{Re}\,Z=\alpha\,h(\Omega/\alpha)$. Hence, at leading order in $1/\beta$,

$$\lim_{\alpha\to0}\lim_{\Omega\to0}\frac{\mathrm{Re}\,Z}{\alpha}=h(0)\simeq2N,\qquad \lim_{\Omega\to0}\lim_{\alpha\to0}\frac{\mathrm{Re}\,Z}{\alpha}=h(\infty)\simeq\frac43\beta N .$$

Direct-current transport requires the first of these two orders of limits: however weak the coupling, the field must last longer than the relaxation.

## FHIP takes the second order

The quantum calculation leads to the same $\Gamma_p$. The fluctuation-dissipation relation is

$$\mathrm{Re}\,\mu(\Omega)=\frac{1-e^{-\beta\Omega}}{2\Omega}\int dt\,e^{i\Omega t}\langle v_x(t)v_x(0)\rangle .$$

Without the external field, $\dot v_x=K_x$, the force from the phonons. The velocity spectrum is therefore the force spectrum divided by $\Omega^2$. At fixed $\Omega$ and first order in $\alpha$, $\mathrm{Re}\,Z=\Omega^2\,\mathrm{Re}\,\mu$. Taking $\Omega\to0$ after this step gives

$$\mathrm{Re}\,Z(0)=\frac\beta2\int dt\,\langle K_x(t)K_x(0)\rangle$$

$$=\frac\beta2\int dt\sum_{\mathbf q}\frac{q^2}{3}|V_q|^2\left[(N+1)e^{-it}+Ne^{it}\right]e^{-q^2D(t)/2}.$$

For a free electron, the average of $e^{i(\mathbf k\cdot\mathbf q-q^2/2)t}$ over the Maxwell distribution gives $D=t^2/\beta+it$. For each $q$ the integrand is analytic, and one may shift $t=u-i\beta/2$. Then $D=(u^2+\beta^2/4)/\beta$, and the phonon bracket becomes $\cos u/\sinh(\beta/2)$. The Gaussian integral over $\mathbf q$ is

$$\frac{2\sqrt2\,\pi\alpha}{3}\int\frac{d^3q}{(2\pi)^3}e^{-q^2D/2}=\frac{2\sqrt2\,\pi\alpha}{3}(2\pi D)^{-3/2}=\frac{\alpha}{3\sqrt\pi}D^{-3/2}.$$

FHIP inserts the $D$ of the trial system. Its total mass is $M=(v/w)^2$ and its internal frequency is $v$. The centre of mass contributes $(u^2+\beta^2/4)/(M\beta)$. The internal oscillation contributes

$$\frac{v^2-w^2}{v^3}\left[\coth\frac{\beta v}2-\frac{\cos vu}{\sinh(\beta v/2)}\right].$$

Taking $1/(M\beta)$ out of the sum gives the FHIP formula, whose value is $1/\mu_F$:

$$\Gamma_F=\frac{\alpha\beta^{5/2}}{3\sqrt\pi\sinh(\beta/2)}\left(\frac vw\right)^3\int_0^\infty\frac{\cos u\,du}{[u^2+a^2-b\cos vu]^{3/2}},$$

$$a^2=\frac{\beta^2}4+R\beta\coth\frac{\beta v}2,\qquad b=\frac{R\beta}{\sinh(\beta v/2)},\qquad R=\frac{v^2-w^2}{w^2v}.$$

For $v=w$ both $R$ and $b$ vanish. The integral is then $K_1(\beta/2)/(\beta/2)$, with $K_1$ the modified Bessel function, and

$$\Gamma_F=\frac{2\alpha\beta^{3/2}}{3\sqrt\pi}\,\frac{K_1(\beta/2)}{\sinh(\beta/2)} .$$

The Maxwell average found earlier is

$$\langle\sqrt{1+E}\rangle=\frac{2\beta^{3/2}}{\sqrt\pi}\int_0^\infty\sqrt{E(E+1)}\,e^{-\beta E}dE=\sqrt{\frac\beta\pi}\,e^{\beta/2}K_1(\beta/2).$$

Since $Ne^{\beta/2}=1/[2\sinh(\beta/2)]$, $\Gamma_p$ equals $\Gamma_F$ at every temperature. The free-particle form of FHIP is therefore the momentum balance of a rigidly drifting Maxwellian.

For $v>w$ and low temperature, the term in $b$ changes the integral by a relative amount of order $e^{-\beta(v-1)}$, up to powers of $\beta$, and may be dropped when $v>1$. With $a\simeq\beta/2+R$,

$$\frac{K_1(a)}a\simeq\sqrt{\frac\pi2}\,a^{-3/2}e^{-a}\simeq2\sqrt\pi\,\beta^{-3/2}e^{-\beta/2-R},$$

$$\Gamma_F\simeq\frac43\alpha\beta e^{-\beta}\left(\frac vw\right)^3e^{-R}.$$

A Boltzmann estimate for the same dressed particle uses mass $M$ and the factor $e^{-q^2(v^2-w^2)/(2v^3)}$, the probability that the internal oscillator stays in its ground state. A particle at rest absorbs with $q^2=2M$, so this factor is $e^{-R}$. The rate is

$$2\sqrt2\,\alpha N\int dq\,e^{-R}\,\delta\!\left(\frac{q^2}{2M}-1\right)=2\alpha N\sqrt M\,e^{-R}.$$

Dividing $1/M$ by it gives the mobility $(w/v)^3e^R/(2\alpha N)$. The dressing is common to both results, and the ratio remains $3/(2\beta)$. This compares two approximations; it does not give the exact mobility at finite $\alpha$.

## Where the extra loss sits

The Boltzmann result counts scatterings of slow electrons at the rate $2\alpha N$. The rigid drift weights each absorption by $q^2/(3kT)$. At threshold $q^2/2=\hbar\omega$ in these units, so the weight is $2\beta/3$, the inverse of the factor in question.

The extra loss belongs mostly to electrons above the emission threshold. They are rare by a factor $e^{-\beta}$, up to a power of $\beta$, but they emit without needing a thermal phonon, whereas slow electrons wait for one at a rate also proportional to $e^{-\beta}$. For rigid drift the slow electrons lose

$$\frac\beta3\left\langle k^2\Gamma_a\left(1-\bar c\,\frac{k'}k\right)\right\rangle\simeq2\alpha N\left(1-\frac23\right)=\frac{2\alpha N}3 ,$$

a share $1/(2\beta)$ of the total. At $\beta=40$ this estimate is 0.0125, and the full ladder gives 0.0121.

In steady flow the fast electrons do not keep the rigid drift. That drift would require $g'/g=k'/k=1/x$, but the equations give $g'/g=2x/3$. Emission has reduced their drift to a fraction $2x^2/3$ of the rigid value, and at $\beta=10$ they carry about $8\times10^{-5}$ of the direct current. FHIP charges the current with the friction of a drift that these electrons no longer have.

This also fixes the frequency at which the two results meet. Just above threshold, the same angular integral gives $\Gamma_e\simeq2\alpha x$, which is $2\alpha/\sqrt\beta$ at an energy $kT$ above threshold. At $\beta=10$ the ladder gives:

| $\Omega/(\alpha\omega)$ | $\mathrm{Re}\,Z/(2\alpha N)$ |
|---|---|
| 0 | 0.878 |
| 0.001 | 0.882 |
| 0.1 | 1.150 |
| 1 | 5.385 |
| 1000 | 7.140 |

The absorption rate is only $9.1\times10^{-5}\alpha\omega$. Exceeding it tenfold hardly changes the resistance. This separation of scales needs low temperature: the same step raises the resistance by 17 % at $\beta=5$ and by 84 % at $\beta=3.5$. The half-way point lies at $0.59\,\alpha\omega$, close to the estimate $2\alpha\omega/\sqrt{10}=0.63\,\alpha\omega$. The quantum formula adds an upper bound, $\beta\Omega\ll1$. The prefactor $(1-e^{-\beta\Omega})/\Omega$ falls with $\Omega$, but the force spectrum grows and cancels the linear term, so the resistance rises quadratically: at $\beta=10$ by 0.14 % at $\beta\Omega=0.1$ and by 15 % at $\beta\Omega=1$. The FHIP value thus describes a real frequency range when

$$\frac{2\alpha}{\sqrt\beta}\ll\Omega\ll\frac1\beta ,$$

which exists only for $\alpha\ll1/(2\sqrt\beta)$.

## A bound, and the failure at high temperature

The operator $C$ is symmetric and positive under the Maxwell average. The Cauchy-Schwarz inequality then gives

$$\langle k^2\rangle^2\le\langle k\,Ck\rangle\,\langle k\,C^{-1}k\rangle,\qquad\text{or}\qquad \frac9{\beta^2}\le\frac{3\Gamma_p}\beta\cdot\frac{3\mu_B}\beta .$$

Hence $1/\Gamma_p\le\mu_B$: within this model, the $v=w$ FHIP mobility cannot exceed the Boltzmann one at any temperature. The law $3/(2\beta)$ breaks this bound for $\beta<3/2$ and must fail there. At $\beta=1$ it gives 1.5, while the computed ratio is 0.907. At $\beta=80$ it gives 0.01875 against 0.01823.

## Numbers in the regime of gallium nitride

Gallium nitride is a polar semiconductor used in power transistors, and its large phonon energy makes the factor matter at room temperature. The inputs are rough: mass $0.2\,m_e$, phonon energy 90 meV, and dielectric constants 5.3 (high frequency) and 9 (static). They give

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar}\left(\frac1{5.3}-\frac19\right)\sqrt{\frac m{2\hbar\omega}}=0.427,\qquad \frac e{m\omega}=64.3\ \mathrm{cm^2/Vs}.$$

At 300 K, $kT=25.85$ meV, $\beta=3.48$ and $N=0.0317$. The leading laws are

$$\mu_B\simeq\frac{64.32}{2(0.4265)(0.03174)}\simeq2380\ \mathrm{cm^2/Vs},\qquad \mu_F\simeq0.431\,\mu_B\simeq1020\ \mathrm{cm^2/Vs}.$$

The full ladder gives 2580 cm²/Vs and the FHIP integral with $v=w$ gives 860 cm²/Vs, a ratio of 0.33 instead of 0.43. At 100 K, where $\beta=10.4$, the full values are $2.9\times10^6$ and $3.5\times10^5$ cm²/Vs. Their ratio is 0.119, against 0.144 from the leading law and 0.112 with its first correction.

Real material adds other scattering. With rough values of 8 eV for the deformation potential, 400 GPa for the elastic constant, 0.02 for the squared piezoelectric coupling and $10^{16}$ cm$^{-3}$ ionized donors, the separate mobilities at 300 K are about 21 000 (acoustic), 7400 (piezoelectric) and 46 000 cm²/Vs (impurity). Adding reciprocals, an estimate that errs on the high side because the rates depend differently on energy, lowers 2580 to about 1700 cm²/Vs; putting all rates into one Boltzmann equation gives about 1460 cm²/Vs. This has the rough size, 1000 cm²/Vs or somewhat more, known for good bulk crystals at room temperature. At 100 K the same sum gives only 6100 cm²/Vs (about 5550 from the joint equation) if all donors stay ionized. A hydrogenic donor with these inputs lies near 34 meV and is only about half ionized at 100 K, which raises both values by about a quarter. The value of millions set by optical phonons alone is far from anything typical, since the assumption that only optical phonons scatter has failed by a factor of several hundred. Dislocations and compensated donors are left out, and the two-dimensional channel of a transistor is outside this bulk model.

Other neglected effects are smaller at 300 K. The density is 0.4 % of the effective density of band states, and the plasmon, screened by the static dielectric constant, has 3 % of the phonon energy. The simple two-band estimate raises the mass by 5 % at the phonon energy. A mass 10 % larger, with the phonon energy and dielectric constants held fixed, lowers the leading mobility by 13 %. With the estimated 1460 to 1700 cm²/Vs, a field of 1.5 to 1.8 kV/cm already gives a drift speed of 10 % of the thermal speed, so the low-field mobility should not be carried over to the far stronger fields in a power device.

The main strain on the theory is the coupling itself. At an energy $kT$ above threshold, the emission rate times $\hbar$ is 36 meV at 300 K and 22 meV at 100 K, larger than $kT$ in both cases. The frequency window for the FHIP value is therefore absent here, and the fast electrons are poorly defined as Boltzmann particles. The slow ones are better defined: their absorption width at 300 K is 2.4 meV. Dressing with the zero-temperature trial values $v=3.044$ and $w=2.9465$ lowers the FHIP mobility by 5 % at 300 K and 7 % at 100 K. This gauges one effect of finite coupling, not the whole error. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
beta, Boltzmann*2 alpha N, FHIP/Boltzmann, 3/(2 beta)
    1    1.0738   0.90664   1.50000
    5    1.1656   0.22665   0.30000
   10    1.1393   0.12294   0.15000
   20    1.0732   0.06743   0.07500
   40    1.0374   0.03549   0.03750
   80    1.0189   0.01823   0.01875
1/beta coefficient, Boltzmann: 1.527 (analytic 1.528)
1/beta coefficient, ratio: -2.273 (analytic -2.278)
beta=40: slow-electron share of rigid loss 0.01205
beta=10: fast-electron share of dc current 7.85e-05
beta=10: absorption rate/alpha 9.080e-05 omega
frequency/(alpha omega), Re(1/mu)/(2 alpha N)
         0    0.8778
     0.001    0.8821
      0.01    0.8854
       0.1    1.1497
         1    5.3850
        10    7.1123
     1e+03    7.1398
rigid-drift value 7.1398
half-way frequency/alpha 0.589 omega; 2/sqrt(beta) = 0.632
alpha=1: v 3.1096, w 2.8707, dressed ratio/(3/(2 beta)) 0.9971 at beta=300
inputs: mass 0.2 m_e, phonon 90 meV, eps 5.3, 9.0
donors 1e+16 cm^-3, gap 3.4 eV, deformation pot. 8.0 eV
elastic constant 400 GPa, piezo K^2 0.02, mass spread 1.1
alpha 0.4265; e/(m omega) 64.32 cm2/Vs
T 300 K: kT 25.85 meV, beta 3.481, N 3.174e-02
 leading mu: Boltzmann 2375, FHIP 1023 cm2/Vs
 full mu: Boltzmann 2577, FHIP 861.3 cm2/Vs
 full ratio 0.3343, 3/(2 beta) 0.4309, dressing factor 0.9462
 acoustic 2.13e+04, piezo 7.39e+03, impurity 4.58e+04 cm2/Vs
 all combined (reciprocal sum) 1.69e+03 cm2/Vs
 broadening: emission 35.82 meV, absorption 2.44 meV
 density/band states 4.46e-03; field for 10% drift 1.55 kV/cm
T 100 K: kT 8.62 meV, beta 10.444, N 2.912e-05
 leading mu: Boltzmann 2.589e+06, FHIP 3.718e+05 cm2/Vs
 full mu: Boltzmann 2.937e+06, FHIP 3.481e+05 cm2/Vs
 full ratio 0.1186, 3/(2 beta) 0.1436, dressing factor 0.9332
 acoustic 1.11e+05, piezo 1.28e+04, impurity 1.31e+04 cm2/Vs
 all combined (reciprocal sum) 6.1e+03 cm2/Vs
 broadening: emission 22.35 meV, absorption 0.00224 meV
 density/band states 2.32e-02; field for 10% drift 0.247 kV/cm
plasmon/phonon energy 0.0401
mass rise at phonon energy 5.3 %
mobility change if mass is 1.1 times larger -13.3 %
example trial system: v 3.0442, w 2.9465
```
